\section*{How one atom's mass enters the Vineyard prefactor}

\section{Removing the other frequencies}

Q: The Vineyard prefactor is a ratio of two long products of frequencies. Change the mass of one atom and, in general, many frequencies change at both the minimum and the saddle. Why should the result be simple?

A: Because products of frequencies are determinants, and masses enter determinants simply. Take $N$ atoms with classical harmonic motion around a minimum (label $0$) and a first-order saddle (label $\ddagger$). Let $K$ be the matrix of second derivatives of the energy and $M$ the diagonal mass matrix, each mass appearing three times. The squared angular frequencies are the eigenvalues of
\begin{equation}
D=M^{-1/2}KM^{-1/2}.
\end{equation}
At the saddle one eigenvalue is negative, $\lambda_u=-\omega_u^2$. First suppose that the system is pinned, so that no eigenvalue vanishes. The prefactor is
\begin{equation}
\nu^*=\frac{1}{2\pi}\,
\frac{\prod_{i=1}^{3N}\omega_i^{0}}{\prod_{j=1}^{3N-1}\omega_j^{\ddagger}},
\end{equation}
where the lower product omits the unstable mode. Since $|\det D^\ddagger|=\omega_u^2\prod_j(\omega_j^\ddagger)^2$,
\begin{align}
\nu^*&=\frac{\omega_u}{2\pi}\sqrt{\frac{\det D^0}{|\det D^\ddagger|}}
=\frac{\omega_u}{2\pi}\sqrt{\frac{\det K^0/\det M}{|\det K^\ddagger|/\det M}}\nonumber\\
&=\frac{\omega_u}{2\pi}\sqrt{\frac{\det K^0}{|\det K^\ddagger|}}.
\label{det}
\end{align}
The masses in the two determinants cancel. On a Born--Oppenheimer surface $K$ does not depend on nuclear mass, so the remaining mass dependence is in $\omega_u$. This covers a change of isotope; a change of chemical element also changes $K$.

Q: A periodic crystal is not pinned. It has three zero frequencies, and both determinants vanish.

A: Then use the products of nonzero eigenvalues, written $\det{}'$. Let the $q$ columns of $R$ span the null space of $K$, and let $Z$ be an orthonormal basis of the same space. Add a small $\epsilon$ to every eigenvalue of $D$:
\begin{equation}
\det(D+\epsilon 1)=\frac{\det(K+\epsilon M)}{\det M}.
\end{equation}
The left side begins with $\epsilon^q\det{}'D$. In a basis made of $Z$ and its orthogonal complement, the null block of $K+\epsilon M$ is $\epsilon Z^TMZ$, the off-diagonal blocks are of order $\epsilon$, and the other block tends to the nonzero part of $K$. Eliminating the off-diagonal blocks changes the null block at order $\epsilon^2$. Comparing the coefficients of $\epsilon^q$ gives
\begin{equation}
\det{}'D=\frac{\det{}'K}{\det M}\det(Z^TMZ)
=\frac{\det{}'K}{\det M}\,\frac{\det(R^TMR)}{\det(R^TR)}.
\label{null}
\end{equation}
For translations, $R^TMR=M_{\rm tot}1_3$ and $R^TR=N1_3$. The extra factor $(M_{\rm tot}/N)^3$ is the same at both points and cancels. Equation~(\ref{det}) survives with $\det$ replaced by $\det{}'$.

\section{The unstable mode}

Q: That leaves one frequency, but its eigenvector also changes with mass. Surely I must know that change to differentiate it.

A: Not at first order. Let $e$ be the unstable eigenvector of $D^\ddagger$, with $e^Te=1$, and let $P_a$ select the three components of atom $a$. Define its squared weight as
\begin{equation}
w_a=e^TP_ae=|e_a|^2,\qquad \sum_aw_a=1.
\end{equation}
Differentiate with respect to $\ln m_a$, all other masses fixed, and mark this derivative by a dot. Since $m_a^{-1/2}$ has logarithmic derivative $-1/2$,
\begin{equation}
\dot D^\ddagger=-\tfrac12(P_aD^\ddagger+D^\ddagger P_a).
\label{Ddot}
\end{equation}
The unstable eigenvalue is simple, because a first-order saddle has one negative eigenvalue. Differentiating $\lambda_u=e^TD^\ddagger e$ gives
\begin{align}
\dot\lambda_u&=2\lambda_u e^T\dot e+e^T\dot D^\ddagger e\nonumber\\
&=0-\tfrac12(\lambda_uw_a+\lambda_uw_a)=-\lambda_uw_a.
\end{align}
The first term vanishes because differentiating $e^Te=1$ gives $e^T\dot e=0$. Now $\ln\omega_u=\frac12\ln|\lambda_u|$, and therefore
\begin{equation}
\boxed{\frac{\partial\ln\nu^*}{\partial\ln m_a}
=\frac12\frac{\dot\lambda_u}{\lambda_u}=-\frac{w_a}{2}.}
\label{law}
\end{equation}
The derivative with respect to $m_a$ itself is $\partial\ln\nu^*/\partial m_a=-w_a/(2m_a)$.

Q: What does the weight mean physically?

A: If $u=M^{-1/2}e$ is the ordinary displacement pattern, then
\begin{equation}
w_a=\frac{m_a|u_a|^2}{\sum_bm_b|u_b|^2}.
\end{equation}
This is atom $a$'s share of the kinetic energy in motion along the unstable mode. If one atom carries all of it, $\nu^*\propto m_a^{-1/2}$. An atom at rest in this mode has no first-order effect, even if its mass changes stable frequencies. Scaling all masses together gives the exponent $-\sum_aw_a/2=-1/2$.

\section{A finite change of mass}

Q: Isotopes differ by finite amounts. May I use the derivative as a power law?

A: It is an approximation whose error can be bounded. Let $e_n$ and $\lambda_n\ge0$ be the other eigenvectors and eigenvalues at the saddle, and put $p_n=e_n^TP_ae$. Equation~(\ref{Ddot}) gives $e_n^T\dot D^\ddagger e=-\frac12(\lambda_u+\lambda_n)p_n$. First-order perturbation theory then gives
\begin{align}
\dot e&=\sum_{n\ne u}e_n\frac{-\frac12(\lambda_u+\lambda_n)p_n}{\lambda_u-\lambda_n},\\
\dot w_a&=2e^TP_a\dot e
=\sum_{n\ne u}p_n^2\,\frac{\lambda_n-\omega_u^2}{\lambda_n+\omega_u^2}.
\label{wdot}
\end{align}
Each fraction lies between $-1$ and $1$. Completeness and $P_a^2=P_a$ give
\begin{equation}
\sum_{n\ne u}p_n^2=e^TP_a(1-ee^T)P_ae=w_a-w_a^2,
\end{equation}
so $|\dot w_a|\le w_a(1-w_a)$. For $0<w_a<1$ this says that $\ln[w_a/(1-w_a)]$ changes no faster than $\ln m_a$.

Let $m_a\to rm_a$, and write $w$ for the weight at $r=1$. For $r>1$,
\begin{equation}
\frac{w}{w+(1-w)r}\le w_a(r)\le\frac{wr}{1-w+wr}.
\end{equation}
Integrate $d\ln\nu^*=-\frac12w_a(r)\,dr/r$. The integrals of the upper and lower limits are
\begin{align}
\int_1^r\frac{w\,ds}{1-w+ws}&=\ln(1-w+wr),\\
\int_1^r\frac{w\,ds}{s[w+(1-w)s]}&=\ln\frac{r}{w+(1-w)r}\nonumber\\
&=-\ln(1-w+w/r).
\end{align}
Hence
\begin{equation}
(1-w+wr)^{-1/2}\le\frac{\nu^*(r)}{\nu^*(1)}\le(1-w+w/r)^{1/2}.
\label{bounds}
\end{equation}
For $r<1$ the limits on $w_a(r)$ exchange places and the direction of integration reverses, so (\ref{bounds}) is unchanged. At $w=0$ or $w=1$ the weight stays constant and the two bounds coincide.

\section{A free molecule}

Q: Does the same cancellation hold for an isolated molecule?

A: Not for the bare frequency ratio. For a nonlinear molecule $R$ also contains three rotations. Taken about the centre of mass, they give $\det(R^TMR)=M_{\rm tot}^3\det I$, with $I$ the inertia tensor. Moving the origin only adds translations to the rotation columns, so $\det(R^TR)$ does not depend on the masses. By (\ref{null}), the bare ratio is proportional to $\omega_u\sqrt{\det I^0/\det I^\ddagger}$. The classical rotational partition functions supply the inverse factor, $\sqrt{\det I^\ddagger/\det I^0}$, and restore (\ref{law}) for the complete vibrational and rotational prefactor.

Q: Can I see a case in which this matters?

A: Take four atoms bound by the switched Morse pair potential specified in the next section, with a tetrahedral minimum and a planar rhombic saddle. Let the masses be 100 and 120~u on the short diagonal, and 110 and 90~u on the long one. The unstable mode is out of plane. Zero total momentum and zero angular momentum require momenta proportional to $(1,1,-1,-1)$, so $w_a$ is proportional to $1/m_a$. For the 110~u atom,
\begin{equation}
w=\frac{1/110}{1/100+1/120+1/110+1/90}=0.2359,
\end{equation}
and $-w/2=-0.1180$. Numerical differentiation of the bare frequency ratio gives $-0.1712$; including the inertia factor gives $-0.1180$.

\section{A vacancy hop in a lead-like crystal}

Q: Now a solid. Is the jumping atom alone in the unstable mode?

A: Nearly, in the following model. Atoms in an fcc crystal interact through a Morse potential of depth 0.23~eV, range parameter 12~nm$^{-1}$ and pair distance 0.37~nm, switched to zero between 0.50 and 0.72~nm by the factor $1-10\xi^3+15\xi^4-6\xi^5$, where $\xi$ rises linearly with pair separation from 0 to 1 over that interval. These are rough values in the regime of lead. All masses are 207.2~u, and the periodic cell has 255 atoms and one vacancy. A neighbour of the vacancy jumps into it through a window of four atoms. The relaxed weights are
\begin{equation}
\underbrace{0.9444}_{\text{jumping atom}}+
\underbrace{0.0133}_{\text{four window atoms}}+
\underbrace{0.0423}_{\text{all others}}=1.0000.
\end{equation}
The predicted exponent is $-0.9444/2=-0.4722$. Changing the jumping atom's mass slightly both ways and recomputing all frequencies also gives $-0.4722$.

Q: Equal host masses might hide an error.

A: A second test used a 107-atom cell with random masses between 50 and 250~u. For the jumping atom and two window atoms, the exponents from the full frequency products agreed with $-w_a/2$ to within $2.1\times10^{-10}$ in absolute value. In the same cell, (\ref{wdot}) and direct differentiation both gave $\dot w=-0.00071$ for the jumping atom.

Q: What is the isotope effect on the hop?

A: Compare jumping atoms of 204 and 208~u, rounded isotope masses, with the host fixed. The power law gives
\begin{equation}
\frac{\nu^*_{204}}{\nu^*_{208}}\simeq
\left(\frac{204}{208}\right)^{-0.4722}=1.00921.
\end{equation}
The frequency products give an increase of 0.9212\%, between the bounds 0.9207\% and 0.9217\% from (\ref{bounds}). If the jumping atom carried the whole mode, the increase would be 0.976\%. The classical barrier is the same for both isotopes, so the ratio of hop rates equals the ratio of prefactors.

Q: How reliable are the prefactor and the rate themselves?

A: Less reliable than the exponent. The barrier is 0.634~eV and the prefactor 1.88~THz. At 500~K, where $k_BT=0.0431$~eV,
\begin{equation}
k=1.88\times10^{12}\,{\rm s}^{-1}\,e^{-0.634/0.0431}
\approx8\times10^5\,{\rm s}^{-1}
\end{equation}
for a hop into one given vacancy. From 107 to 255 atoms the prefactor rises by 0.19~THz, about 10\% of its final value, while $w$ rises by 0.001. A 499-atom cell raises the prefactor by a further 0.02~THz, about 1\%, and $w$ by 0.0003, while the barrier stays at 0.634~eV. The fourth decimal of the weight and of the exponent therefore belongs to the 255-atom cell, not to an infinite crystal.

In the 107-atom cell, a 1\% lattice expansion, a rough allowance for heating, lowers the prefactor by 0.64~THz, or 38\%, and the barrier by 0.041~eV; $w$ changes by 0.001. Raising the Morse range parameter to 13~nm$^{-1}$, with the lattice relaxed again, raises the barrier by 0.115~eV and $w$ by 0.011. In the 255-atom cell these barrier shifts differ by up to about 0.002~eV and the weight shifts by less than 0.001, but the expansion lowers the prefactor by 0.76~THz, or 40\%. The size of this drop depends on the form of the switch. With $1-35\xi^4+84\xi^5-70\xi^6+20\xi^7$ over the same interval and the lattice relaxed again, the 255-atom cell has a barrier of 0.659~eV, a prefactor of 2.14~THz and $w=0.947$, and the 1\% expansion lowers the prefactor by only 13\%. Within these variations the weight is much steadier than the rate.

Q: Could tunnelling spoil the classical result?

A: In this harmonic model its effect at 500~K is small. The unstable frequency is 1.04~THz, and the crossover temperature $\hbar\omega_u/(2\pi k_B)$ is 7.9~K. Thus $x_u=\hbar\omega_u/(k_BT)=2\pi(7.9/500)=0.10$. The unstable-mode factor $(x_u/2)/\sin(x_u/2)$ raises the rate by about $x_u^2/24=0.04\%$. Including the stable modes, the quantum rate is 0.31\% below the classical one, so their quantum correction outweighs tunnelling here. The mass exponent shifts by $-0.0008$. Near or below the crossover temperature this harmonic estimate cannot be used.

\section{From the hop to diffusion}

Q: A diffusion experiment follows a tracer over many hops. Does it measure $w/2$?

A: Not directly, because the vacancy may return and reverse the hop. Let a tracer exchange with a neighbouring vacancy at rate $g$, while every other exchange has rate 1. For a vacancy at $n$ relative to the tracer, let $\Phi(n)$ be the mean unit vector of the tracer's next jump, counted as zero if the vacancy is lost. At a nearest-neighbour site, symmetry makes this vector $t\hat n$. Balancing the exchange against the eleven other moves gives
\begin{equation}
g(1-t)\hat n=\sum_{n'}[\Phi(n)-\Phi(n')]=ht\,\hat n.
\end{equation}
Away from the tracer, $\Phi$ obeys linear equations without $g$, with boundary values proportional to $t$. Hence $h$ is independent of $g$, and $t=g/(g+h)$.

After a hop the vacancy lies behind the tracer, so the mean cosine between successive hops is $c=-t$. By the same symmetry, hops $n$ steps apart have mean cosine $c^n$. The correlation factor is therefore
\begin{equation}
f=1+2\sum_{n\ge1}c^n=\frac{1+c}{1-c}=\frac{1-t}{1+t}=\frac{h}{2g+h}.
\end{equation}
The tracer diffusivity obeys $D_{\rm tr}\propto gf=gh/(2g+h)$, so
\begin{equation}
\frac{d\ln D_{\rm tr}}{d\ln g}=1-\frac{2g}{2g+h}=f,\qquad
\frac{\partial\ln D_{\rm tr}}{\partial\ln m}=-\frac{fw}{2}.
\end{equation}
The last step assumes that the tracer's mass changes only its own exchange rate. This is approximate, since the atoms other than the jumping one share a weight of 0.056 in each hop. With the weights of the 255-atom cell, letting the tracer's mass act on all exchanges changes the diffusion exponent by less than 0.001.

A finite-region vacancy walk gives $f=0.782$; enlarging the region changed it by $-0.0005$, and the infinite-lattice value is $0.781$. The exponent becomes $-0.781\times0.944/2=-0.369$. Between 208 and 204~u the diffusivity then rises by about 0.72\%, rather than the 0.92\% found for the hop rate.

Q: May I quote these as values for lead?

A: No. The relaxed lattice constant, 0.493~nm, is close to the rough real value of 0.50~nm, and 500~K lies below lead's melting point. The barrier is above the rough real size of 0.4 to 0.5~eV. Even a difference of 0.13~eV changes the rate at 500~K by $e^{0.13/0.0431}\approx20$. Real lead also has many-body cohesion, anharmonic motion and possible recrossing of the saddle, whose full effect on the isotope exponent has not been calculated here. Of the corrections estimated, correlated return is the largest for that exponent, moving it from $-0.472$ to $-0.369$. The numerical output gives further digits for the 107- and 255-atom cells.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Morse depth: 0.23 eV
Morse range parameter: 12 nm^-1
Morse pair distance: 0.37 nm
Switching starts: 0.5 nm
Potential cutoff: 0.72 nm
Host mass: 207.2 u
Temperature: 500 K
Relaxed lattice constant: 0.49276 nm
Atoms in smaller cell: 107
Atoms in larger cell: 255
Jump length between relaxed ends, smaller cell: 0.33401 nm
Mean jumper-window distance at saddle: 0.32526 nm
Barrier, larger cell: 0.63353 eV
Barrier shift, larger minus smaller: 0.00203 eV
Vineyard prefactor, larger cell: 1.8821 THz
Prefactor shift, larger minus smaller: 0.193 THz
Unstable frequency magnitude: 1.0381 THz
Classical hop rate into one vacancy: 7.744e+05 s^-1
Jumping-atom weight w: 0.944429
Weight shift, larger minus smaller: 0.00138
Combined weight of four window atoms: 0.013283
Combined weight of all other atoms: 0.042288
Mass exponent from frequency products: -0.4722144
Mass exponent from -w/2: -0.4722144
Largest random-mass exponent error: 2.1e-10
Random-mass test: jumper weight: 0.94269
Random-mass test: dw/dln(m), difference: -0.00070655
Random-mass test: dw/dln(m), formula: -0.00070655
Light jumping-atom mass: 204 u
Heavy jumping-atom mass: 208 u
Light/heavy prefactor ratio, frequencies: 1.0092116
Light/heavy prefactor ratio, power law: 1.0092117
Light/heavy lower bound: 1.0092067
Light/heavy upper bound: 1.0092167
Light/heavy inverse-square-root mass ratio: 1.0097563
Free cluster: -w/2: -0.11796
Free cluster: bare frequency exponent: -0.1712
Free cluster: exponent with inertia: -0.11796
Quantum/classical harmonic rate: 0.9968564
Quantum shift of mass exponent: -0.000783
Tunnelling crossover temperature: 7.9295 K
Lattice expansion tested: 1 %
Expansion shift of w: 0.00131
Expansion shift of prefactor: -0.638 THz
Expansion shift of barrier: -0.0407 eV
Changed Morse range parameter: 13 nm^-1
Lattice constant with changed range: 0.50223 nm
Range-change shift of w: 0.011
Range-change shift of prefactor: 0.0563 THz
Range-change shift of barrier: 0.115 eV
Tracer correlation factor f: 0.78191
Correlation-factor shift with walk region: -0.000513
dln(D)/dln(exchange rate), smaller region: 0.78242
Correlation factor, smaller region: 0.78242
Tracer-diffusion mass exponent -f*w/2: -0.36923
\end{verbatim}
